The kinetic energy integral between two s-type Gaussian functions is their overlap multiplied by a simple factor. For the real functions

$$g_a(\mathbf r)=N_a\,e^{-a|\mathbf r-\mathbf A|^2},\qquad g_b(\mathbf r)=N_b\,e^{-b|\mathbf r-\mathbf B|^2},\qquad a,b>0,$$

the result is

$$T\equiv\int g_a\left(-\tfrac12\nabla^2\right)g_b\,d^3r=\mu\,(3-2\mu R^2)\,S,$$

where

$$\mu=\frac{ab}{a+b},\qquad R=|\mathbf A-\mathbf B|,\qquad S=\int g_a\,g_b\,d^3r .$$

The quantity $\mu$ is called the reduced exponent, because it is formed from $a$ and $b$ as a reduced mass is formed from two masses. Hartree atomic units are used: lengths are in bohr, exponents in bohr$^{-2}$ and energies in hartree. In other units the operator is $-(\hbar^2/2m)\nabla^2$, with $m$ the electron mass, and the right-hand side is multiplied by $\hbar^2/m$. The constants $N_a$ and $N_b$ may have any nonzero values, since both sides of the result contain the product $N_aN_b$ once. The formula holds for all positive exponents and all distances.

The first step is to let the operator act. The $x$ derivative of $g_b$ brings down the derivative of the exponent,

$$\frac{\partial g_b}{\partial x}=-2b(x-B_x)\,g_b .$$

Differentiating again by the product rule gives one term from the factor $(x-B_x)$ and one from $g_b$:

$$\frac{\partial^2 g_b}{\partial x^2}=-2b\,g_b+4b^2(x-B_x)^2g_b .$$

The $y$ and $z$ directions give the same expression with their own coordinates. Adding the three,

$$\nabla^2g_b=\left(4b^2|\mathbf r-\mathbf B|^2-6b\right)g_b .$$

Multiplication by $-\tfrac12 g_a$ and integration then give

$$T=\int\left(3b-2b^2|\mathbf r-\mathbf B|^2\right)g_a\,g_b\,d^3r .$$

The product $g_ag_b$ has the same sign everywhere, so $g_ag_b/S$ is a normalized positive weight. Writing $\langle f\rangle=\int f\,g_ag_b\,d^3r/S$ for an average with this weight, we have

$$T=\left[3b-2b^2\langle|\mathbf r-\mathbf B|^2\rangle\right]S .$$

What remains is to find the mean square distance from $\mathbf B$ in the product distribution.

For this we need the shape of the product. Let $p=a+b$. The sum of the two exponents, expanded in powers of $\mathbf r$, is

$$a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=p\,r^2-2\mathbf r\cdot(a\mathbf A+b\mathbf B)+aA^2+bB^2 .$$

With the weighted center

$$\mathbf P=\frac{a\mathbf A+b\mathbf B}{p},$$

the first two terms are $p\,r^2-2p\,\mathbf r\cdot\mathbf P=p|\mathbf r-\mathbf P|^2-pP^2$. The part that does not depend on $\mathbf r$ is therefore $aA^2+bB^2-pP^2$. Over the common denominator $p$ it becomes

$$\frac{(a+b)(aA^2+bB^2)-|a\mathbf A+b\mathbf B|^2}{p}
=\frac{abA^2+abB^2-2ab\,\mathbf A\cdot\mathbf B}{p}=\mu R^2,$$

because the terms $a^2A^2$ and $b^2B^2$ cancel. Hence

$$g_a\,g_b=N_aN_b\,e^{-\mu R^2}\,e^{-p|\mathbf r-\mathbf P|^2} .$$

The product of two s Gaussians is again an s Gaussian, centered at $\mathbf P$ on the line between $\mathbf A$ and $\mathbf B$, and reduced by a factor that depends on the distance.

Two one-dimensional integrals are needed. The first is $I=\int_{-\infty}^{\infty}e^{-pu^2}du$. Its square is an integral over a plane, which in polar coordinates is

$$I^2=2\pi\int_0^\infty e^{-p\rho^2}\rho\,d\rho=\frac{\pi}{p},\qquad I=\sqrt{\frac{\pi}{p}} .$$

The second follows by integration by parts, with $u\,e^{-pu^2}=-\frac{1}{2p}\frac{d}{du}e^{-pu^2}$. The boundary term vanishes, and

$$\int_{-\infty}^{\infty}u^2e^{-pu^2}du=\frac{1}{2p}\int_{-\infty}^{\infty}e^{-pu^2}du=\frac{I}{2p} .$$

The mean square of each Cartesian component of $\mathbf r-\mathbf P$ is thus $1/(2p)$. The first integral, used once for each direction, gives the overlap

$$S=N_aN_b\left(\frac{\pi}{p}\right)^{3/2}e^{-\mu R^2} .$$

Now split the distance from $\mathbf B$ as $\mathbf r-\mathbf B=(\mathbf r-\mathbf P)+(\mathbf P-\mathbf B)$ and square it:

$$\langle|\mathbf r-\mathbf B|^2\rangle=\langle|\mathbf r-\mathbf P|^2\rangle+2\langle\mathbf r-\mathbf P\rangle\cdot(\mathbf P-\mathbf B)+|\mathbf P-\mathbf B|^2 .$$

The first term is $3/(2p)$, one contribution $1/(2p)$ from each direction. The middle term is zero because the weight is symmetric about $\mathbf P$. For the last term,

$$\mathbf P-\mathbf B=\frac{a\mathbf A+b\mathbf B-(a+b)\mathbf B}{p}=\frac{a(\mathbf A-\mathbf B)}{p} .$$

Therefore

$$\langle|\mathbf r-\mathbf B|^2\rangle=\frac{3}{2p}+\frac{a^2R^2}{p^2} .$$

Inserting this average into the expression for $T$ gives

$$\frac TS=3b-\frac{3b^2}{p}-\frac{2a^2b^2R^2}{p^2} .$$

The first two terms combine to $3b(p-b)/p=3ab/p=3\mu$, since $p-b=a$. The last is $-2\mu^2R^2$. Hence $T/S=3\mu-2\mu^2R^2=\mu(3-2\mu R^2)$, as stated. The result is symmetric in $a$ and $b$, although the operator acted on $g_b$ alone.

A second derivation shows why the two exponents enter the factor through $\mu$ alone. The function $g_b$ depends on $\mathbf r$ and $\mathbf B$ through their difference. A derivative with respect to $B_x$ is therefore minus a derivative with respect to $x$, and the two minus signs cancel in a second derivative: $\nabla_{\mathbf r}^2g_b=\nabla_{\mathbf B}^2g_b$. The function $g_a$ does not depend on $\mathbf B$. The derivatives of $g_b$ are bounded and $g_a$ is integrable, so the differentiation may be taken outside the integral:

$$T=-\frac12\int g_a\nabla_{\mathbf B}^2g_b\,d^3r=-\frac12\nabla_{\mathbf B}^2S .$$

As a function of $\mathbf B$, the overlap is a Gaussian of exponent $\mu$ centered at $\mathbf A$. The Laplacian found above for exponent $b$ applies with $b$ replaced by $\mu$, so

$$T=-\frac12\left(4\mu^2R^2-6\mu\right)S=\mu(3-2\mu R^2)S .$$

The kinetic integral thus measures the curvature of the overlap as one function is moved past the other. The definition of $\mu$ can also be written $1/\mu=1/a+1/b$. A normalized distribution proportional to $e^{-au^2}$ has the mean square $1/(2a)$, so the mean squares of the two functions, each taken as a distribution, add to give that of the overlap curve.

A third form of the integral explains the sign of $T$. Integration by parts moves one derivative onto $g_a$. The surface term contains $g_a\nabla g_b$ on a distant sphere, where Gaussian decay outweighs the growth of the area, and it vanishes. This leaves

$$T=\frac12\int\nabla g_a\cdot\nabla g_b\,d^3r .$$

The gradients are $\nabla g_a=-2a(\mathbf r-\mathbf A)g_a$ and $\nabla g_b=-2b(\mathbf r-\mathbf B)g_b$, so

$$T=2ab\,\langle(\mathbf r-\mathbf A)\cdot(\mathbf r-\mathbf B)\rangle\,S .$$

If $\mathbf M$ is the midpoint of $\mathbf A$ and $\mathbf B$, the scalar product equals $|\mathbf r-\mathbf M|^2-R^2/4$. It is negative inside the sphere that has the line from $\mathbf A$ to $\mathbf B$ as a diameter, and positive outside. For positive functions the gradients point towards $\mathbf A$ and $\mathbf B$. Inside the sphere they make an obtuse angle and outside it an acute one. On the segment from $\mathbf A$ to $\mathbf B$ they are exactly opposite: one function falls while the other rises. When the centers are close, the sphere is small and most of the product distribution lies outside it. When they are far apart, the sphere contains most of the distribution, and $T$ has the opposite sign to $S$.

Take $N_a$ and $N_b$ positive from here on, so that $S>0$. The factor $3-2\mu R^2$ then shows that $T$ is positive for $R^2<3/(2\mu)$, zero at $R^2=3/(2\mu)$ and negative beyond. To find where it is most negative, put $x=\mu R^2$ and let $S_0$ be the overlap at $R=0$ for the same exponents. Then

$$T=\mu S_0(3-2x)e^{-x},\qquad \frac{dT}{dx}=\mu S_0(2x-5)e^{-x} .$$

The derivative is negative for $x<5/2$ and positive for $x>5/2$. The minimum lies at $R^2=5/(2\mu)$, and its value is $-2\mu S_0e^{-5/2}$. At larger distances $T$ returns to zero from below. The ratio $T/S$ meanwhile grows in magnitude as $2\mu^2R^2$, but the exponential in $S$ outweighs this growth.

Several special cases can be read from the formula. For a common center, $R=0$ and $T=3\mu S$. For equal exponents, $\mu=a/2$ and

$$T=\frac a2\left(3-aR^2\right)S .$$

If the functions also coincide and are normalized, then $S=1$ and $T=3a/2$. This is the kinetic energy expectation value of a single normalized s Gaussian. It grows in proportion to the exponent, that is, inversely to the square of the width, as expected for a confined particle.

The opposite case is a very sharp function, $b\to\infty$ with $a$ and $R$ fixed. Then $\mu\to a$, and

$$\frac TS\to 3a-2a^2R^2 .$$

The same number is obtained by applying $-\tfrac12\nabla^2$ to $g_a$ and dividing by $g_a$, with both evaluated at $\mathbf B$. Two integrations by parts move the operator onto $g_a$, and a sharp Gaussian samples its partner at one point. Then $T$ and $S$ approach the values of $-\tfrac12\nabla^2g_a$ and $g_a$ at $\mathbf B$, each multiplied by $\int g_b\,d^3r$, and this common factor cancels in the ratio.

For a numerical case, take two normalized functions with the model exponents $a=0.5$ and $b=1.5$ bohr$^{-2}$. Let $\mathbf A$ be the origin and $\mathbf B=(0.6,-0.8,1.0)$ bohr. Then

$$R^2=0.36+0.64+1.00=2.00\ \text{bohr}^2,$$

$$p=2.0\ \text{bohr}^{-2},\qquad \mu=\frac{0.5\times1.5}{2.0}=0.375\ \text{bohr}^{-2} .$$

The product is centered at $\mathbf P=0.75\,\mathbf B=(0.45,-0.60,0.75)$ bohr, closer to the sharper function. Its squared distance from $\mathbf B$ is $(0.5/2.0)^2\times2.00=0.125$ bohr$^2$, and the spread of the product adds $3/(2p)=0.750$ bohr$^2$. The mean square distance from $\mathbf B$ is therefore 0.875 bohr$^2$, which direct quadrature confirms. The first form of the integral gives

$$\frac TS=3(1.5)-2(1.5)^2(0.875)=4.5-3.9375=0.5625\ \text{hartree},$$

and the final formula gives the same value with less cancellation:

$$\frac TS=0.375\,(3-2\times0.75)=0.5625\ \text{hartree} .$$

For the overlap we need the normalization constants. The square of $g_a$ is a Gaussian of exponent $2a$, so $N_a^2(\pi/2a)^{3/2}=1$ and $N_a=(2a/\pi)^{3/4}$. This gives $N_a=0.423777$ and $N_b=0.966003$ bohr$^{-3/2}$. With these,

$$S=N_aN_b\left(\frac{\pi}{2.0}\right)^{3/2}e^{-0.75}=0.380693,$$

$$T=0.5625\times0.380693=0.214140\ \text{hartree}=5.8270\ \text{eV} .$$

Quadrature of the defining integral and a finite-difference evaluation of $-\tfrac12\nabla_{\mathbf B}^2S$ both give 0.214140 hartree. The numerical output also covers two other pairs of exponents and positions. Over all three pairs, with the Laplacian on either function and with the gradient form, the largest absolute difference between quadrature and formula is $2.0\times10^{-9}$ hartree.

Keeping the exponents and changing the distance shows the change of sign:

| $R$ (bohr) | $S$ | $T$ (hartree) |
|---:|---:|---:|
| 0 | 0.805927 | 0.906668 |
| 1 | 0.553905 | 0.467358 |
| 2 | 0.179827 | 0.000000 |
| 3 | 0.027577 | −0.038781 |
| 4 | 0.001998 | −0.006742 |

The zero falls at $R=\sqrt{3/(2\times0.375)}=2$ bohr, where the overlap is still 0.18. Two functions can thus overlap appreciably and have no kinetic matrix element. The minimum lies at $R=\sqrt{5/(2\times0.375)}=2.582$ bohr, and its value is

$$-2(0.375)(0.805927)\,e^{-5/2}=-0.049616\ \text{hartree} .$$

A negative matrix element between two different functions is not a negative kinetic energy. The energy belongs to a state, and for a real combination $\psi=c_ag_a+c_bg_b$ the gradient form gives

$$c_a^2T_{aa}+2c_ac_bT_{ab}+c_b^2T_{bb}=\frac12\int|\nabla\psi|^2d^3r\ge0 .$$

Equality would require $\psi$ to be constant, and since $\psi$ decays at infinity the constant would be zero. Two Gaussians that differ in exponent or center are linearly independent, so this happens only for $c_a=c_b=0$. The kinetic matrix is therefore positive definite, whatever the sign of $T_{ab}$. At the distance of the minimum, the example has $T_{aa}=3a/2=0.75$ and $T_{bb}=3b/2=2.25$ hartree on the diagonal, and the eigenvalues of the matrix are 0.748361 and 2.251639 hartree. Both are positive. They are not kinetic energies of normalized states, because the two basis functions are not orthogonal; they serve here to show that the quadratic form is positive.

A contracted s function is a fixed sum of s Gaussians on one center. For $\chi=\sum_id_ig_i$ at $\mathbf A$ and $\chi'=\sum_jd'_jg_j$ at $\mathbf B$, linearity gives

$$\int\chi\left(-\tfrac12\nabla^2\right)\chi'\,d^3r=\sum_{ij}d_id'_j\,\mu_{ij}\left(3-2\mu_{ij}R^2\right)S_{ij} .$$

Each pair has its own reduced exponent. The factor cannot in general be taken out of the sum, so there is in general no single $\mu$ for which the kinetic integral of contracted functions equals $\mu(3-2\mu R^2)$ times their total overlap at all distances.

The formula also changes for functions of higher angular momentum, but it supplies their integrals by differentiation. Since $\partial g_a/\partial A_x=2a(x-A_x)g_a$ at fixed $N_a$, the p-type function $g_{a,x}=(x-A_x)g_a$ is $1/(2a)$ times the derivative of $g_a$ with respect to its center. The same derivative acts on the integrals. With $X=A_x-B_x$, we have $\partial R^2/\partial A_x=2X$ and $\partial S/\partial A_x=-2\mu XS$. The overlap of the p function with $g_b$ is therefore

$$S_{x}=\frac{1}{2a}\frac{\partial S}{\partial A_x}=-\frac{\mu X}{a}\,S .$$

For the kinetic integral, the product rule gives

$$T_{x}=\frac{1}{2a}\left[-4\mu^2X-2\mu^2X(3-2\mu R^2)\right]S=-\frac{\mu^2X}{a}\,(5-2\mu R^2)\,S .$$

Comparison with $S_x$ shows that

$$T_x=\mu\,(5-2\mu R^2)\,S_x .$$

For this p–s pair the structure survives, with 5 in place of 3. It does not survive for every pair. For two p functions along the same axis $x$, the operation $\frac{1}{4ab}\,\partial^2/\partial A_x\partial B_x$ applied to $S$ and $T$ gives an overlap proportional to $(1-2\mu X^2)S$, and the number in place of 3 becomes $3+(2-8\mu X^2)/(1-2\mu X^2)$, which depends on the geometry. We return to the p–s integral $T_x$. For $X\neq0$ this integral vanishes at $R^2=5/(2\mu)$, the distance at which the s–s integral has its minimum. The two facts are the same one, because $T_x$ is proportional to the derivative of $T$ with respect to the position of the first center.

## Computed values

```
exponent a = 0.5000 bohr^-2
exponent b = 1.5000 bohr^-2
center A = [0. 0. 0.] bohr
center B = [ 0.6 -0.8  1. ] bohr
total exponent p = 2.0000 bohr^-2
reduced exponent mu = 0.3750 bohr^-2
R^2 = 2.0000 bohr^2
mu R^2 = 0.7500 (no unit)
product center P = [ 0.45 -0.6   0.75] bohr
|P-B|^2 = 0.1250 bohr^2
spread 3/(2p) = 0.7500 bohr^2
average |r-B|^2 by quadrature = 0.8750 bohr^2
3b - 2b^2 average = 0.5625 hartree
mu(3 - 2 mu R^2) = 0.5625 hartree
normalization N_a = 0.423777 bohr^-3/2
normalization N_b = 0.966003 bohr^-3/2
overlap S = 0.380693 (no unit)
T from formula = 0.214140 hartree
T from quadrature = 0.214140 hartree
T from overlap derivative = 0.214140 hartree
T from formula = 5.8270 eV
largest error, all quadrature cases = 2.0e-09 hartree
R (bohr), S, T formula (hartree), T quadrature (hartree):
  0.0  0.805927  0.906668  0.906668
  1.0  0.553905  0.467358  0.467358
  2.0  0.179827  0.000000  0.000000
  3.0  0.027577  -0.038781  -0.038781
  4.0  0.001998  -0.006742  -0.006742
T changes sign at R = 2.0000 bohr
T is most negative at R = 2.5820 bohr
T at that distance = -0.049616 hartree
diagonal element T_aa = 0.750000 hartree
diagonal element T_bb = 2.250000 hartree
kinetic matrix eigenvalue 1 = 0.748361 hartree
kinetic matrix eigenvalue 2 = 2.251639 hartree
```
